# Vacuum charge density from the commutator current on a Dirac lattice, part 2

We seek the vacuum charge density of a Dirac field in one space dimension, on a ring of length $L$, in a prescribed static potential $\Phi(x)$. We use $\hbar=c=1$; the mass is $m$, lengths are measured in $1/m$ and number densities in $m$. A particle has charge $q$, its antiparticle $-q$, and the potential energy of a particle is $V(x)=q\Phi(x)$. The field created by the vacuum charge itself is neglected.

The one-particle Hamiltonian $h=\sigma_y p+\sigma_z m+V(x)$ has levels $h\phi_n=E_n\phi_n$. On a lattice of sites $x_j=ja$ they are normalized by $a\sum_j\phi_n^\dagger(x_j)\phi_l(x_j)=\delta_{nl}$. In the vacuum the negative levels are filled and the positive ones empty. Section 5 derived from the commutator density $\frac q2[\psi^\dagger,\psi]$, where $\psi$ is the field operator,

$$\boxed{\rho(x)=qn(x),\qquad
n(x)=\frac12\left(\sum_{E_n<0}|\phi_n(x)|^2-\sum_{E_n>0}|\phi_n(x)|^2\right).}$$

Without a potential each sum equals $1/a$. The density is odd in $V$. With $N_-$ negative and $N_+$ positive levels, the total charge is

$$Q=\frac q2(N_- -N_+).$$

The free lattice Hamiltonian $h_0$ at wave number $p$ is $d_1\sigma_y+d_2\sigma_z$, with $d_1=\sin(pa)/a$, $d_2=m+(1-\cos pa)/a$ and $E_p=\sqrt{d_1^2+d_2^2}$. Its direction is the unit vector $\hat d_p=(d_1,d_2)/E_p$. The Wilson term $(1-\cos pa)/a$ makes heavy a second species of particle that would otherwise appear near $p=\pi/a$.

For a weak potential $V=\varepsilon\cos kx$, first-order perturbation theory gave

$$n=-\chi(k)\,\varepsilon\cos kx,\qquad
\chi(k)=\frac1L\sum_p\frac{1-\hat d_p\cdot\hat d_{p+k}}{E_p+E_{p+k}}.$$

The numerical output at the end also lists two earlier checks: this $\chi$ against direct diagonalization, and the level sums against the ground state of the full many-body (Fock) space on three sites, whose energy is $-\frac12\sum_n|E_n|$.

### 11. Slowly varying potentials

In the continuum the sum $L^{-1}\sum_p$ becomes $\int dp/(2\pi)$, and $(d_1,d_2)=(p,m)$. Let $\theta=\arctan(p/m)$ be the angle of this vector. Then

$$\frac{d\theta}{dp}=\frac{m}{p^2+m^2}=\frac m{E_p^2}.$$

For $k\ll m$ the angle changes by $\Delta\theta\approx km/E_p^2$, so

$$1-\cos\Delta\theta\approx\frac{k^2m^2}{2E_p^4},\qquad
E_p+E_{p+k}\approx2E_p.$$

Dividing the first expression by the second and integrating,

$$\chi(k)\approx k^2\int_{-\infty}^{\infty}\frac{dp}{2\pi}\frac{m^2}{4E_p^5}.$$

Set $p=m\tan\theta$, so that $dp=m\,d\theta/\cos^2\theta$ and $E_p=m/\cos\theta$. The integral is

$$\int_{-\infty}^{\infty}\frac{dp}{E_p^5}
=\frac1{m^4}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta
=\frac1{m^4}\int_{-1}^{1}(1-s^2)\,ds=\frac4{3m^4},$$

where $s=\sin\theta$. Therefore

$$\chi(k)\approx\frac{k^2m^2}{8\pi}\frac4{3m^4}=\frac{k^2}{6\pi m^2}.$$

At $k=0.02\,m$, quadrature of the full continuum response gives $\chi/k^2=0.05305/m^2$, equal at this precision to $1/(6\pi m^2)$.

A weak slow potential is a sum of such waves, and $-k^2$ acting on each wave is its second derivative. Hence

$$n(x)\approx\frac{V''(x)}{6\pi m^2}.$$

This holds at leading order in both the strength and the gradients of $V$. A constant potential energy produces no density at this order. On a ring the integral of $V''$ vanishes, so weak polarization moves charge without creating a net amount.

To see the sign physically, use the one-dimensional Poisson equation $\Phi''=-\rho_{\rm ext}$, where $\rho_{\rm ext}$ is the source of $\Phi$. With $V=q\Phi$,

$$\rho=qn\approx\frac{q^2\Phi''}{6\pi m^2}=-\frac{q^2}{6\pi m^2}\rho_{\rm ext}.$$

The induced charge opposes its source: this is screening. In one dimension $q$ has the dimension of mass, so the prefactor is a pure number. Neglecting the field of the induced charge requires $q^2\ll6\pi m^2$.

The finite result does not carry over to three dimensions. At large $p$ in one dimension, the direction of $(p,m)$ changes because of the mass, and the integrand falls as $p^{-5}$. In three dimensions the direction of the momentum itself turns by about $k_\perp/p$, where $k_\perp$ is the part of $k$ normal to $p$. The corresponding estimate is

$$\int p^2dp\,\frac{(k_\perp/p)^2}{p}\sim k^2\int\frac{dp}{p}.$$

It diverges logarithmically. Taking half the difference does not remove this term; a common regulator and charge renormalization are needed.

### 12. A shallow Gaussian well

Take

$$V(x)=-V_0e^{-x^2/(2w^2)},\quad V_0=0.1\,m,\quad w=3/m,\quad L=40/m.$$

Two derivatives give

$$V''(x)=\frac{V_0}{w^2}\left(1-\frac{x^2}{w^2}\right)e^{-x^2/(2w^2)}.$$

The gradient formula predicts at the centre

$$n(0)\approx\frac{0.05305}{m^2}\,\frac{0.1\,m}{(3/m)^2}=5.89\times10^{-4}\,m.$$

At $a=0.1/m$ the two level sums at the centre are $10.0005047\,m$ and $9.9994953\,m$. Their half difference is

$$n(0)=\frac{10.0005047-9.9994953}{2}\,m=5.05\times10^{-4}\,m.$$

Each sum is close to $1/a$; the physical density is a small difference. At spacings $0.2/m$, $0.1/m$ and $0.05/m$ the density is $4.673$, $5.047$ and $5.274$, in units of $10^{-4}\,m$.

The slow approach to the continuum can be derived. On the lattice the angle of $(d_1,d_2)$ changes at the rate

$$\theta'=\frac{d_2d_1'-d_1d_2'}{E^2}
=\frac{m\cos pa-(1-\cos pa)/a}{E^2},$$

where primes are derivatives with respect to $p$. The small-$k$ response is $k^2\int dp\,\theta'^2/(8\pi E)$. To first order in $a$, the squared numerator is $m^2-amp^2$, and $E^2=E_0^2+amp^2$ with $E_0^2=p^2+m^2$. The integrand $\theta'^2/E$ thus changes by

$$-\frac{amp^2}{E_0^5}-\frac52\frac{am^3p^2}{E_0^7}.$$

The substitution $p=m\tan\theta$ gives $\int p^2dp/E_0^5=2/(3m^2)$ and $\int p^2dp/E_0^7=4/(15m^4)$. The two changes are each $-2a/(3m)$ and add to $-4a/(3m)$. Compared with the continuum integral $4/(3m^2)$, the relative change is $-ma$. The density is therefore too small at finite spacing, by about 5 percent at $a=0.05/m$.

To remove the terms linear and quadratic in $a$, we combine the three values, from fine to coarse, with weights $8/3$, $-2$ and $1/3$:

$$n(0)=\frac{8(5.2742)-6(5.0470)+4.6728}{3}\times10^{-4}\,m
=5.53\times10^{-4}\,m.$$

The weights add to one; the linear terms cancel as $8-12+4=0$ and the quadratic terms as $8-24+16=0$. The cancellation is not complete at higher accuracy. For $m\ll p\ll1/a$, the square of the Wilson part gives $\theta'^2/E\approx a^2/(4p)$, whose integral contains $a^2\ln(1/ma)$.

The independent continuum value uses the Fourier transform of the well:

$$n(0)=V_0w\sqrt{2\pi}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
e^{-k^2w^2/2}\chi(k)=5.54\times10^{-4}\,m.$$

The extrapolated density lies 0.25 percent below it; the test requires agreement within one percent. The remaining difference is extrapolation error. The terms of third order in $V$ change $n(0)$ by only about $2\times10^{-8}\,m$, or 0.003 percent. The gradient formula lies 6 percent above the continuum response. Both are linear in $V$, so this difference is due to the terms beyond $k^2$ in $\chi(k)$.

### 13. Where the charge goes, and the second species

At $a=0.05/m$ the profile, in units of $10^{-4}\,m$, is:

| $x$ in $1/m$ | $n$ | $V''/(6\pi m^2)$ |
|---:|---:|---:|
| 0 | 5.27 | 5.89 |
| 2 | 2.44 | 2.62 |
| 4 | −1.58 | −1.88 |
| 6 | −2.19 | −2.39 |
| 9 | −0.54 | −0.52 |

The central region has positive $n$ and is surrounded by negative $n$. The gradient formula places the change of sign at $x=w=3/m$; the last positive lattice point is at $3.05/m$. The lattice values in the table are about 5 percent smaller in magnitude than the continuum ones. The central charge is $1.96\times10^{-3}q$ on this lattice ($2.06\times10^{-3}q$ in the continuum), while the total charge is below $10^{-8}|q|$ in magnitude.

Without the Wilson term, at $a=0.1/m$, the central density is $11.06\times10^{-4}\,m$, nearly twice the continuum value. The cause follows from the response formula. Near $p=\pi/a+\kappa$ the vector is approximately $(-\kappa,m)$. Changing the sign of its first component changes neither the energies nor the dot products. For a slow potential this region therefore contributes as much as the region near $p=0$. Choosing the correct vacuum sum does not correct a spectrum that contains two species.

### 14. Deep wells and the choice of filled levels

Now write $V=-gf(x)$ with $f=e^{-x^2/(2w^2)}>0$ and the same width. First-order perturbation theory gives

$$\frac{dE_n}{dg}=-a\sum_jf(x_j)|\phi_n(x_j)|^2<0.$$

All levels descend as $g$ grows. At $g=0$ the numbers $N_-$ and $N_+$ are equal. Each crossing of zero raises $N_-$ by one and lowers $N_+$ by one, so $Q$ rises by $q$.

The crossings can be located without following the levels. At zero energy

$$h_0\phi=gf\phi.$$

The free levels have $|E|\geq m$, so $h_0$ can be inverted. With $v=\sqrt f\,\phi$ we have $\phi=gh_0^{-1}\sqrt f\,v$. Multiplication by $\sqrt f$ gives

$$v=gMv,\qquad M=\sqrt f\,h_0^{-1}\sqrt f.$$

The positive eigenvalues of the symmetric matrix $M$ are the values of $1/g$ at the crossings. At $a=0.2/m$ the first three crossings lie at $g=1.188\,m$, $1.578\,m$ and $1.984\,m$. These are results for that lattice. In the continuum limit they move down to $1.173\,m$, $1.529\,m$ and $1.899\,m$, which leaves the charges in the table below unchanged. The charge from the density is as follows.

| $g$ in $m$ | $Q/q$ |
|---:|---:|
| 0.5 | 0 |
| 1.0 | 0 |
| 1.5 | 1 |
| 2.0 | 3 |
| 2.5 | 4 |

It equals the number of crossings below $g$ in each of the five tests. On this lattice the lowest level reaches $-m$ near $g=2.27\,m$. In the last row one of the four levels has therefore already joined the lower continuum, and only three lie between $-m$ and zero.

At a crossing the level $\phi_0$ moves from the positive sum, with weight $-\frac12$, to the negative sum, with weight $+\frac12$. The other levels vary continuously there. The density consequently jumps by $|\phi_0|^2$. At the centre the jump at the first crossing is $0.312\,m$ at $a=0.2/m$ ($0.321\,m$ in the continuum limit), the same as the density of the zero-energy eigenfunction. The linear response formula cannot describe this step.

The step belongs to the lowest state when the total charge is free to change. If the well is deepened slowly from zero in an isolated system, charge is conserved, and an initially empty level remains empty as it passes through zero. The density is then

$$n_{\rm empty}(x)=n(x)-|\phi_0(x)|^2,$$

and between the first and second crossings its total charge is zero. After further crossings, the density of every empty level below zero must be subtracted, provided that none of these levels has reached the lower continuum at $-m$. More generally, the derivation of Section 5 gives half the difference between the filled-level and empty-level sums for any chosen filling.

Zero energy is not the threshold for creating a pair in a large system. Filling a level at $E_0$ while conserving charge also requires an antiparticle. The well repels antiparticles, so far away one costs at least $m$, and the pair costs at least $E_0+m$. This is positive while $E_0>-m$. The empty level can thus remain empty after crossing zero, until it reaches the lower continuum at $-m$.

Consider a bound-state calculation whose reference state has no particles in the well. As long as no level has reached $-m$, the dividing energy must lie above the negative continuum and below the lowest bound level. It may be placed at zero as long as that level is still positive. Between the first and second crossings, a division at zero gives the density of a well containing one particle; after each further crossing it includes one more, as long as no level has reached $-m$. The lattice densities and charges quoted here are listed in the numerical output.

## Values computed for the example and the checks

```
Fock-space check: 3 sites, a = 1 /m
 V on sites [m]: [ 0.7 -1.4  0.3]
  n from Fock space [m]: [-0.02936   0.042787 -0.013427]
  n from level sums [m]: [-0.02936   0.042787 -0.013427]
  vacuum energy -6.326591 m, Q/q = 0.000000
 V on sites [m]: [-4.   0.3  0.5]
  n from Fock space [m]: [0.958271 0.025006 0.016723]
  n from level sums [m]: [0.958271 0.025006 0.016723]
  vacuum energy -8.320554 m, Q/q = 1.000000
Lattice response, a = 0.2 /m, k = 0.785398 m:
  chi from diagonalization 0.0242917
  chi from momentum sum    0.0242917
chi/k^2 at k = 0.02 m: 0.053047 /m^2
1/(6 pi m^2):          0.053052 /m^2
Well: depth 0.1 m, width 3.0 /m, ring 40 /m
 a = 0.2 /m, 200 sites, at x = 0:
  sum E<0 5.0004673 m, sum E>0 4.9995327 m
  n(0) = 4.6728e-04 m
 a = 0.1 /m, 400 sites, at x = 0:
  sum E<0 10.0005047 m, sum E>0 9.9994953 m
  n(0) = 5.0470e-04 m
 a = 0.05 /m, 800 sites, at x = 0:
  sum E<0 20.0005274 m, sum E>0 19.9994726 m
  n(0) = 5.2742e-04 m
 n(0) extrapolated to a = 0:     5.5281e-04 m
 n(0) continuum linear response: 5.5418e-04 m
 n(0) gradient formula:          5.8946e-04 m
 n(0) no Wilson term, a = 0.1:   1.1056e-03 m
 Profile at a = 0.05 /m (n, gradient formula):
  x = 0 /m:  5.274e-04 m,  5.895e-04 m
  x = 2 /m:  2.445e-04 m,  2.622e-04 m
  x = 4 /m: -1.582e-04 m, -1.885e-04 m
  x = 6 /m: -2.193e-04 m, -2.393e-04 m
  x = 9 /m: -5.407e-05 m, -5.239e-05 m
 central charge/q 1.9598e-03, out to |x| = 3.05 /m
 |total charge/q| below 1e-8: True
Deep wells, a = 0.2 /m, width 3.0 /m
 zero crossings at depth [m]: [1.18751 1.57777 1.98356]
  depth 0.5 m: Q/q = 0.000000, crossings 0
  depth 1.0 m: Q/q = -0.000000, crossings 0
  depth 1.5 m: Q/q = 1.000000, crossings 1
  depth 2.0 m: Q/q = 3.000000, crossings 3
  depth 2.5 m: Q/q = 4.000000, crossings 4
 jump of n(0) at first crossing: 0.31163 m
 zero-mode density at x = 0:     0.31163 m
```
